**Finite-size error of MP2 with raw and Madelung-shifted levels**

For a cubic supercell of side $L$, the MP2 energy per cell with raw Hartree-Fock levels errs by $-2\xi T$ at leading order, where $\xi=2\alpha/L$ (Ry, with $L$ in bohr) is the Madelung shift and $T$ is the squared norm of the first-order wavefunction per cell. Lowering the occupied levels by $\xi$ leaves an error of order $1/L^3$. The program solves Hartree-Fock and MP2 for a model crystal with s and p orbitals on meshes up to $7^3$, and Hartree-Fock alone up to $10^3$. It asserts that the k-space MP2 energy agrees with a dense supercell calculation. It also asserts that adding the constant $\xi$ to the interaction lowers the occupied levels by $\xi$, leaves the virtual levels in place and reproduces the shifted-level energy. Further assertions cover the short-distance form of the periodic interaction, its small-$q$ limits and the size exponents. The output shows exponents of 1.10 for the raw and 2.79 for the shifted MP2 energy, and a measured $1/L$ slope of −0.1451 Ry bohr against a predicted −0.1444 Ry bohr.

## Numerical check

```python
"""
Result under test: the MP2 energy per cell of a 3D insulator, computed with the
Q=0 Coulomb term dropped, errs by -2*xi*T (of order 1/L) with raw Hartree-Fock
levels, and by order 1/volume when occupied levels are lowered by xi.
  L  = n*a : side of the supercell equivalent to an n*n*n k mesh
  xi       : Madelung shift, 2*alpha/L in Rydberg units (e^2 = 2)
  T        : squared norm of the first-order wavefunction per cell
Model: simple cubic lattice, s and p oscillator orbitals of length b on each
site, two electrons per cell, nearest-neighbour hopping, no density from
products of orbitals on different sites. Energies in Ry, lengths in bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import erfc

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
A = 6.0            # lattice constant
B = 1.5            # oscillator length
CELL = A**3
E_P = 0.8          # one-electron p level above the s level
T_S, T_SIGMA, T_PI, T_SP = -0.03, 0.05, -0.02, 0.04   # hoppings


def grid(n):
    return np.array(list(np.ndindex(n, n, n)))


def difference_table(n):
    """Index of (k1 - k2) on the periodic mesh."""
    m = grid(n)
    d = (m[:, None] - m[None]) % n
    return d @ np.array([n * n, n, 1])


def periodic_potential(r, side, eta):
    """Ewald potential of a unit charge, its images and background.
    At r = 0 the charge's own 2/r is left out."""
    m = grid(11) - 5
    vol = side**3
    g = 2 * np.pi * m[np.any(m != 0, axis=1)] / side
    g2 = np.sum(g**2, axis=1)
    recip = 4 * np.pi / vol * np.sum(
        np.cos(g @ r) * np.exp(-g2 / (4 * eta**2)) / g2)
    d = np.linalg.norm(r - m * side, axis=1)
    own = d < 1e-12
    real = np.sum(erfc(eta * d[~own]) / d[~own])
    real -= own.sum() * 2 * eta / np.sqrt(np.pi)
    return 2 * (recip + real - np.pi / (eta**2 * vol))


def madelung(side):
    return -periodic_potential(np.zeros(3), side, 2 / side)


def coulomb(frac):
    """Interaction W(q) between on-site orbital pairs, shape (nq,16,16)."""
    shifts = grid(9) - 4
    out = []
    for start in range(0, len(frac), 128):
        part = frac[start:start + 128]
        q = 2 * np.pi / A * (part[:, None] + shifts[None])
        q2 = np.sum(q**2, axis=2)
        gauss = np.exp(-q2 * B**2 / 4)
        f = np.zeros(q2.shape + (4, 4), complex)
        f[..., 0, 0] = gauss
        sp = -1j * B / np.sqrt(2) * q * gauss[..., None]
        f[..., 0, 1:] = sp
        f[..., 1:, 0] = sp
        qq = q[..., :, None] * q[..., None, :]
        f[..., 1:, 1:] = (np.eye(3) - B**2 / 2 * qq) * gauss[..., None, None]
        v = np.zeros_like(q2)
        np.divide(8 * np.pi / CELL, q2, out=v, where=q2 > 1e-14)
        f = f.reshape(q2.shape + (16,))
        left = (f.conj() * v[..., None]).transpose(0, 2, 1)
        out.append(np.matmul(left, f))
    return np.concatenate(out)


def to_sites(x, n):
    y = np.fft.ifftn(x.reshape((n, n, n) + x.shape[1:]), axes=(0, 1, 2))
    return y.real.reshape(x.shape)


def to_k(x, n):
    y = np.fft.fftn(x.reshape((n, n, n) + x.shape[1:]), axes=(0, 1, 2))
    return y.reshape(x.shape)


def one_electron(frac):
    cos, sin = np.cos(2 * np.pi * frac), np.sin(2 * np.pi * frac)
    total = cos.sum(axis=1)
    h = np.zeros((len(frac), 4, 4), complex)
    h[:, 0, 0] = 2 * T_S * total
    for i in range(3):
        h[:, i + 1, i + 1] = (E_P + 2 * T_SIGMA * cos[:, i]
                              + 2 * T_PI * (total - cos[:, i]))
        h[:, 0, i + 1] = -2j * T_SP * sin[:, i]
        h[:, i + 1, 0] = 2j * T_SP * sin[:, i]
    return h


def hartree_fock(n, constant=0.0):
    """Self-consistent bands; 'constant' is added to the exchange interaction."""
    frac = grid(n) / n
    wq = coulomb(frac - np.round(frac))
    w_sites = to_sites(wq, n).reshape(-1, 4, 4, 4, 4)
    w_sites = w_sites + constant * np.einsum("ab,cd->abcd", np.eye(4), np.eye(4))
    w_local = wq[0].real.reshape(4, 4, 4, 4)
    h = one_electron(frac)
    dens = np.zeros_like(h)
    dens[:, 0, 0] = 1
    for _ in range(300):
        d_sites = to_sites(dens, n)
        hartree = 2 * np.einsum("abcd,cd->ab", w_local, d_sites[0])
        exchange = -np.einsum("rabcd,rbc->rad", w_sites, d_sites)
        fock = h + hartree + to_k(exchange, n)
        e, c = np.linalg.eigh(fock)
        occ = c[:, :, 0]
        new = occ[:, :, None] * occ[:, None, :].conj()
        change = np.max(np.abs(new - dens))
        dens = new
        if change < 1e-11:
            break
    assert change < 1e-11, "self-consistency not reached"
    return dict(n=n, e=e, c=c, wq=wq, fock=fock, mean=h + hartree)


def explicit_levels(hf, k):
    """Levels at one k from the textbook exchange sum over occupied states."""
    minus = difference_table(hf["n"])
    c = hf["c"][k]
    level = np.einsum("mi,mn,ni->i", c.conj(), hf["mean"][k], c).real
    for k2 in range(len(minus)):
        x = np.einsum("mi,l->iml", c.conj(), hf["c"][k2][:, 0]).reshape(4, 16)
        w = hf["wq"][minus[k2, k]].conj()
        level = level - np.einsum("im,ml,il->i", x, w, x.conj()).real / len(minus)
    return level


def mp2(hf, xi):
    """MP2 per cell: raw levels, shifted levels, and amplitude norm T."""
    n, e, c, wq = hf["n"], hf["e"], hf["c"], hf["wq"]
    m = grid(n)
    nk = len(m)
    minus = difference_table(n)
    neg = minus[0]
    plus = minus[:, neg]
    every = np.arange(nk)
    eo, ev = e[:, 0], e[:, 1:]
    pair = np.einsum("km,qkna->qkamn", c[:, :, 0].conj(), c[:, :, 1:][plus])
    pair = np.ascontiguousarray(pair).reshape(nk, nk, 3, 16)
    dressed = np.matmul(pair.reshape(nk, 3 * nk, 16), wq.conj())
    dressed = dressed.reshape(nk, nk, 3, 16)
    # cubic symmetry: one transfer q from each star, weighted by its size
    star = np.sort(np.minimum(m, n - m), axis=1)
    _, first, count = np.unique(star, axis=0, return_index=True,
                                return_counts=True)
    result = np.zeros(3)
    for q, weight in zip(first, count):
        direct = dressed[q].reshape(-1, 16) @ pair[neg[q]].reshape(-1, 16).T
        direct = direct.reshape(nk, 3, nk, 3)
        swapped = np.empty_like(direct)
        for ki in range(nk):
            qx = minus[minus[:, ki], q]
            right = pair[neg[qx], every].transpose(0, 2, 1)
            swapped[ki] = np.matmul(dressed[qx, ki], right).transpose(2, 0, 1)
        strength = (direct.conj() * (2 * direct - swapped)).real
        gap = (ev[plus[:, q]][:, :, None, None] - eo[:, None, None, None]
               + ev[minus[:, q]][None, None] - eo[None, None, :, None])
        assert gap.min() > 0
        shifted = gap + 2 * xi
        result += weight * np.array([-np.sum(strength / gap),
                                     -np.sum(strength / shifted),
                                     np.sum(strength / shifted**2)])
    return result / nk**3


def supercell_mp2(hf, constant):
    """MP2 per cell from dense real-space supercell orbitals and integrals."""
    n = hf["n"]
    minus = difference_table(n)
    nk = len(minus)
    fock = to_sites(hf["fock"], n)[minus].transpose(0, 2, 1, 3)
    e, c = np.linalg.eigh(fock.reshape(4 * nk, 4 * nk))
    w = to_sites(hf["wq"], n)[minus].transpose(0, 2, 1, 3)
    w = w.reshape(16 * nk, 16 * nk)
    charge = np.tile(np.eye(4).ravel(), nk)
    w = w + constant * np.outer(charge, charge)
    c = c.reshape(nk, 4, 4 * nk)
    prod = np.einsum("rmi,rna->rmnia", c[:, :, :nk], c[:, :, nk:])
    prod = prod.reshape(16 * nk, -1)
    eri = (prod.T @ (w @ prod)).reshape(nk, 3 * nk, nk, 3 * nk)
    ia = e[None, nk:] - e[:nk, None]
    gap = ia[:, :, None, None] + ia[None, None]
    return -np.sum(eri * (2 * eri - eri.transpose(0, 3, 2, 1)) / gap) / nk


def size_exponent(values, meshes):
    """Power p for which values = limit + const / n**p on three meshes."""
    x, y, z = (float(v) for v in meshes)
    ratio = (values[0] - values[1]) / (values[1] - values[2])
    return brentq(lambda p: (x**-p - y**-p) / (y**-p - z**-p) - ratio, 0.05, 12)


# Madelung shift and short-distance form of the periodic interaction
side = 7 * A
xi7 = madelung(side)
other_split = -periodic_potential(np.zeros(3), side, 3 / side)
assert abs(xi7 - other_split) < 1e-9
remainder = []
for r in (0.05 * side, 0.10 * side):
    exact = periodic_potential(np.array([r, 0, 0]), side, 2 / side)
    remainder.append(exact - (2 / r - xi7 + 4 * np.pi * r**2 / (3 * side**3)))
growth = remainder[1] / remainder[0]
assert 14 < growth < 18          # fourth power of distance

# small-q limits: charge pairs diverge, s-p pairs stay finite but directional
tiny = 1e-3
w_x, w_y = coulomb(np.array([[tiny, 0, 0], [0, tiny, 0]]))
q_tiny = 2 * np.pi / A * tiny
charge_limit = w_x[0, 0].real * q_tiny**2
step = (w_x[1, 1] - w_y[1, 1]).real
assert abs(charge_limit / (8 * np.pi / CELL) - 1) < 1e-4
assert abs(step / (4 * np.pi * B**2 / CELL) - 1) < 1e-4

# mesh 3: implementation and cause of the 1/L error
xi3 = madelung(3 * A)
hf3 = hartree_fock(3)
for k in (0, 5):
    assert np.max(np.abs(explicit_levels(hf3, k) - hf3["e"][k])) < 1e-8
hf3c = hartree_fock(3, constant=xi3)
shift = hf3c["e"] - hf3["e"]
assert np.max(np.abs(shift[:, 0] + xi3)) < 1e-8
assert np.max(np.abs(shift[:, 1:])) < 1e-8
raw3, cor3, _ = mp2(hf3, xi3)
dense_raw = supercell_mp2(hf3, 0.0)
dense_constant = supercell_mp2(hf3c, xi3)
assert abs(raw3 - dense_raw) < 1e-8
assert abs(cor3 - dense_constant) < 1e-8

# MP2 on growing meshes
meshes = [4, 5, 6, 7]
bands = {n: hartree_fock(n) for n in meshes}
xi = {n: madelung(n * A) for n in meshes}
table = np.array([mp2(bands[n], xi[n]) for n in meshes])
raw, cor, norm = table.T

# levels at the zone centre on larger meshes
level_meshes = [6, 8, 10]
level_bands = [bands[6], hartree_fock(8), hartree_fock(10)]
occ_raw = np.array([h["e"][0, 0] for h in level_bands])
virtual = np.array([h["e"][0, 1] for h in level_bands])
occ_cor = occ_raw - np.array([madelung(n * A) for n in level_meshes])
p_occ_raw = size_exponent(occ_raw, level_meshes)
p_occ_cor = size_exponent(occ_cor, level_meshes)
p_virtual = size_exponent(virtual, level_meshes)
assert abs(p_occ_raw - 1) < 0.1
assert abs(p_occ_cor - 3) < 0.4
assert abs(p_virtual - 3) < 0.4

# size laws of the energy; tolerances allow for the next powers of 1/n
p_raw = size_exponent(raw[1:], meshes[1:])
p_cor = size_exponent(cor[1:], meshes[1:])
assert abs(p_raw - 1) < 0.3
assert abs(p_cor - 3) < 0.5

inv = 1 / np.array(meshes, float)
vol_coef = (cor[2] - cor[3]) / (inv[2]**3 - inv[3]**3)
limit = cor[3] - vol_coef * inv[3]**3
norm_coef = (norm[2] - norm[3]) / (inv[2]**3 - inv[3]**3)
norm_limit = norm[3] - norm_coef * inv[3]**3
limit_from_raw = np.polyfit(inv, raw, 3)[-1]
assert abs(limit_from_raw / limit - 1) < 0.01

lengths = A * np.array(meshes, float)
slope_measured = np.polyfit(inv[1:], ((raw - limit) * lengths)[1:], 2)[-1]
slope_predicted = -2 * xi7 * side * norm_limit
assert abs(slope_measured / slope_predicted - 1) < 0.05

target_ev = 0.01
n_raw = abs(slope_predicted) * RY_EV / (A * target_ev)
n_cor = (abs(vol_coef) * RY_EV / target_ev)**(1 / 3)
e7 = bands[7]["e"]
gap_raw = e7[:, 1:].min() - e7[:, 0].max()

print(f"lattice constant a = {A:.1f} bohr, orbital length b = {B:.1f} bohr")
print(f"one-electron p level above s = {E_P:.2f} Ry")
print(f"hoppings s, p-sigma, p-pi, s-p = {T_S}, {T_SIGMA}, {T_PI}, {T_SP} Ry")
print(f"neighbour s-s overlap neglected = {np.exp(-A**2 / (4 * B**2)):.4f}")
print(f"1 Ry = {RY_EV:.5f} eV")
print(f"Madelung number alpha = xi*L/2 = {xi7 * side / 2:.6f}")
print(f"remainder growth when r doubles = {growth:.3f}")
print(f"small-q charge limit W*q^2 = {charge_limit:.6f} Ry/bohr^2")
print(f"small-q s-p step between x and y directions = {step:.6f} Ry")
print(f"n=3: xi = {xi3:.6f} Ry")
print(f"n=3: occupied shift from added constant = {shift[0, 0]:.6f} Ry")
print(f"n=3: largest virtual shift = {np.max(np.abs(shift[:, 1:])):.1e} Ry")
print(f"n=3: MP2 raw, k space / supercell = {raw3:.8f} / {dense_raw:.8f} Ry")
print(f"n=3: MP2 shifted levels = {cor3:.8f} Ry")
print(f"n=3: MP2 with constant in interaction = {dense_constant:.8f} Ry")
print("levels at zone centre (Ry): n, occupied raw, occupied shifted, virtual")
for row in zip(level_meshes, occ_raw, occ_cor, virtual):
    print("  %2d  %.6f  %.6f  %.6f" % row)
print(f"exponent of 1/n, occupied raw = {p_occ_raw:.3f}")
print(f"exponent of 1/n, occupied shifted = {p_occ_cor:.3f}")
print(f"exponent of 1/n, virtual = {p_virtual:.3f}")
print(f"n=7 band gap, raw = {gap_raw:.4f} Ry, shifted = {gap_raw + xi7:.4f} Ry")
print("MP2 per cell: n, L (bohr), xi (Ry), raw (Ry), shifted (Ry), T")
for i, n in enumerate(meshes):
    print(f"  {n}  {n * A:.0f}  {xi[n]:.5f}  {raw[i]:.7f}  {cor[i]:.7f}"
          f"  {norm[i]:.6f}")
print(f"exponent of 1/n, MP2 raw = {p_raw:.3f}")
print(f"exponent of 1/n, MP2 shifted = {p_cor:.3f}")
print(f"MP2 limit from shifted series = {limit:.6f} Ry = {limit * RY_EV:.4f} eV")
print(f"MP2 limit from raw series alone = {limit_from_raw:.6f} Ry")
print(f"T in the limit = {norm_limit:.6f}")
print(f"1/L slope measured = {slope_measured:.5f} Ry bohr")
print(f"1/L slope predicted, -2*xi*L*T = {slope_predicted:.5f} Ry bohr")
print(f"1/N coefficient of shifted series = {vol_coef:.5f} Ry")
print(f"n=7 error raw = {(raw[3] - limit) * RY_EV:.5f} eV")
print(f"n=7 error shifted = {(cor[3] - limit) * RY_EV:.5f} eV")
print(f"n for {target_ev} eV error by leading law, raw = {n_raw:.1f}")
print(f"n for {target_ev} eV error by leading law, shifted = {n_cor:.1f}")
print("done: every assertion held")
```

Running it gives:

```
lattice constant a = 6.0 bohr, orbital length b = 1.5 bohr
one-electron p level above s = 0.80 Ry
hoppings s, p-sigma, p-pi, s-p = -0.03, 0.05, -0.02, 0.04 Ry
neighbour s-s overlap neglected = 0.0183
1 Ry = 13.60569 eV
Madelung number alpha = xi*L/2 = 2.837297
remainder growth when r doubles = 16.024
small-q charge limit W*q^2 = 0.116355 Ry/bohr^2
small-q s-p step between x and y directions = 0.130900 Ry
n=3: xi = 0.315255 Ry
n=3: occupied shift from added constant = -0.315255 Ry
n=3: largest virtual shift = 7.6e-13 Ry
n=3: MP2 raw, k space / supercell = -0.04556814 / -0.04556814 Ry
n=3: MP2 shifted levels = -0.03555675 Ry
n=3: MP2 with constant in interaction = -0.03555675 Ry
levels at zone centre (Ry): n, occupied raw, occupied shifted, virtual
   6  -0.560060  -0.717687  0.862706
   8  -0.598830  -0.717051  0.862495
  10  -0.622252  -0.716828  0.862421
exponent of 1/n, occupied raw = 0.974
exponent of 1/n, occupied shifted = 3.067
exponent of 1/n, virtual = 3.067
n=7 band gap, raw = 0.9873 Ry, shifted = 1.1224 Ry
MP2 per cell: n, L (bohr), xi (Ry), raw (Ry), shifted (Ry), T
  4  24  0.23644  -0.0431011  -0.0359740  0.012574
  5  30  0.18915  -0.0416443  -0.0361313  0.012640
  6  36  0.15763  -0.0407030  -0.0362111  0.012673
  7  42  0.13511  -0.0400414  -0.0362532  0.012690
exponent of 1/n, MP2 raw = 1.096
exponent of 1/n, MP2 shifted = 2.786
MP2 limit from shifted series = -0.036325 Ry = -0.4942 eV
MP2 limit from raw series alone = -0.036137 Ry
T in the limit = 0.012719
1/L slope measured = -0.14508 Ry bohr
1/L slope predicted, -2*xi*L*T = -0.14436 Ry bohr
1/N coefficient of shifted series = 0.02455 Ry
n=7 error raw = -0.05057 eV
n=7 error shifted = 0.00097 eV
n for 0.01 eV error by leading law, raw = 32.7
n for 0.01 eV error by leading law, shifted = 3.2
done: every assertion held
```
